# Metallicity of tetrahedral solids and gap closure near grey tin

## One kind of coupling

Take a crystal in the diamond structure, with one s orbital and three p orbitals on each atom. Let $\epsilon_s$ and $\epsilon_p$ be their energies and

$$D=\epsilon_p-\epsilon_s>0$$

the s-p splitting. The orbitals are taken as orthonormal. From them form four hybrids on each atom, each pointing at one of its four neighbours. Suppose at first that a hybrid couples to one thing outside its own atom, the hybrid that faces it across the bond, with matrix element $-V_2$. The positive number $V_2$ is the covalent energy.

Let $\mathbf u_i$ ($i=1,\dots,4$) be the unit vectors from an atom of sublattice A to its neighbours on sublattice B. The hybrids on A and the facing ones on B are

$$h_i=\tfrac12\left(s+\sqrt3\,\mathbf p\cdot\mathbf u_i\right),\qquad h_i'=\tfrac12\left(s'-\sqrt3\,\mathbf p'\cdot\mathbf u_i\right),$$

with a minus sign on B because its hybrid points back along $-\mathbf u_i$. Since $\mathbf u_i\cdot\mathbf u_j=-\tfrac13$ for $i\ne j$, the overlap of two hybrids on one atom is $\tfrac14(1+3\,\mathbf u_i\cdot\mathbf u_j)=0$, as it should be.

Two uniform states, with the same amplitudes in every cell, tell the story.

- Put an s orbital on every atom, with opposite signs on A and B. Since $s=\tfrac12\sum_i h_i$, facing hybrids have equal and opposite amplitudes. Every bond is antibonding, and the energy is $\epsilon_s+V_2$.
- Put a p orbital along a direction $\mathbf e$ on every atom. Its amplitude in $h_i$ is $\tfrac{\sqrt3}{2}\mathbf u_i\cdot\mathbf e$ on A, and the same with a minus sign on B. If the p orbitals on A and B have opposite signs, facing hybrids have equal amplitudes. Every bond is bonding, and the energy is $\epsilon_p-V_2$.

The first state should be empty and the second filled. They are separated by

$$(\epsilon_s+V_2)-(\epsilon_p-V_2)=2V_2-D .$$

Bonding opens this gap and the atomic splitting closes it. The natural measure of their competition is the metallicity

$$M=\frac{D}{2V_2},$$

and in this simple crystal the gap closes at $M=1$.

## The estimate

A hopping energy between neighbours at distance $d$ has the scale of the kinetic energy of an electron whose wavelength is set by $d$, so we write

$$V_2=\eta_2\,\frac{\hbar^2}{m d^2},\qquad M=\frac{D\,m d^2}{2\eta_2\hbar^2},$$

where $m$ is the electron mass and $\eta_2=4.37$ is a pure number, obtained below. The metallicity grows as the square of the bond length.

For the bond lengths, rough two-figure values suffice: 1.5 Å for carbon, 2.4 Å for both silicon and germanium, and 2.8 Å for grey tin, the diamond-structure form. The splittings are computed for free atoms in the configuration s²p², made spherical and without spin polarization. The method is the local-density approximation (LDA) with Slater exchange and Vosko-Wilk-Nusair correlation. The radial equation is solved self-consistently in a Gaussian basis with scalar relativity, that is, with the Dirac equation stripped of its spin-orbit part. $D$ is the difference of the valence p and s eigenvalues. For tin the numerical solution leaves $D$ uncertain by about 0.01 eV, between 6.93 and 6.94 eV, and each gap given for tin is uncertain by the same amount.

For tin, with $\hbar^2/m=7.62$ eV Å²,

$$\frac{\hbar^2}{md^2}=\frac{7.62}{(2.8)^2}=0.972\ \text{eV},\qquad V_2=4.37\times0.972=4.25\ \text{eV},$$

$$M=\frac{6.93}{2\times4.25}=0.82 .$$

The same arithmetic for the four elements gives:

| | $d$ (Å) | $D$ (eV) | $V_2$ (eV) | $M$ |
|---|---|---|---|---|
| C | 1.5 | 8.2 | 14.8 | 0.28 |
| Si | 2.4 | 6.7 | 5.8 | 0.58 |
| Ge | 2.4 | 7.9 | 5.8 | 0.68 |
| Sn | 2.8 | 6.9 | 4.3 | 0.82 |

The metallicity rises down the column and approaches one. Three things remain open: whether the gap between the two chosen states is the gap of the whole crystal, where $\eta_2$ comes from, and what the neglected couplings do to the critical value.

## Why the two states bound the gap

Write the Hamiltonian of the simple crystal as $H=A+B$. The atomic part $A$ has eigenvalues $\epsilon_s$ and $\epsilon_p$. The bond part $B$ couples facing hybrids. For each bond it is the matrix

$$\begin{pmatrix}0&-V_2\\-V_2&0\end{pmatrix},$$

with eigenvalue $-V_2$ for the bonding combination and $+V_2$ for the antibonding one.

A periodic crystal of $N$ atoms has $4N$ hybrids and hence $2N$ bonds. The bonding combinations span a space of dimension $2N$, and so do the antibonding ones. There are $4N$ valence electrons, two to a state, so the lowest $2N$ states are filled.

Any normalized $\psi$ in the bonding space satisfies

$$\langle\psi|H|\psi\rangle=\langle\psi|A|\psi\rangle-V_2\le\epsilon_p-V_2,$$

because the mean of $A$ cannot exceed its largest eigenvalue. The min-max principle says that the $2N$-th lowest eigenvalue of $H$ is no larger than the maximum of $\langle H\rangle$ over any space of dimension $2N$. Therefore all filled states lie at or below $\epsilon_p-V_2$.

In the antibonding space, likewise,

$$\langle\psi|H|\psi\rangle=\langle\psi|A|\psi\rangle+V_2\ge\epsilon_s+V_2 .$$

The other half of the min-max principle says that the lowest of the upper $2N$ eigenvalues is no smaller than the minimum of $\langle H\rangle$ over any space of dimension $2N$. All empty states therefore lie at or above $\epsilon_s+V_2$.

The two uniform states are eigenstates of both $A$ and $B$, and they sit at these two bounds. As long as $D<2V_2$, the gap of the simple crystal is thus $2V_2-D$. In the limit $D\to0$ the atomic part is a constant and the bands are flat, at $\pm V_2$ about it. A finite splitting mixes hybrids on the same atom, lets electrons pass from bond to bond and broadens the bands into the gap.

## The covalent energy from orbital hoppings

Consider one bond, with $\mathbf u$ pointing from A to B. Let $p$ and $p'$ be the p orbitals along $\mathbf u$ on A and B, both with their positive lobes in the direction of $\mathbf u$. The two-centre matrix elements are

$$\langle s|H|s'\rangle=V_{ss\sigma},\quad \langle s|H|p'\rangle=V_{sp\sigma},\quad \langle p|H|s'\rangle=-V_{sp\sigma},\quad \langle p|H|p'\rangle=V_{pp\sigma}.$$

The sign changes between the second and third because $p'$ turns its negative lobe to A, while $p$ turns its positive lobe to B. For p orbitals perpendicular to the bond and parallel to each other the element is $V_{pp\pi}$.

With $h=\tfrac12(s+\sqrt3\,p)$ and $h'=\tfrac12(s'-\sqrt3\,p')$,

$$\langle h|H|h'\rangle=\tfrac14\left[V_{ss\sigma}-\sqrt3\,V_{sp\sigma}+\sqrt3\,(-V_{sp\sigma})-3V_{pp\sigma}\right].$$

This is $-V_2$ by definition. Since $V_{ss\sigma}$ is negative,

$$V_2=\tfrac14\left(|V_{ss\sigma}|+2\sqrt3\,V_{sp\sigma}+3V_{pp\sigma}\right).$$

All three terms add: the hybrids are built so that every contribution across the bond has the same sign.

Each hopping is now written as $V=\eta\,\hbar^2/(md^2)$ with Harrison's universal coefficients,

$$\eta_{ss\sigma}=-1.40,\quad\eta_{sp\sigma}=1.84,\quad\eta_{pp\sigma}=3.24,\quad\eta_{pp\pi}=-0.81 .$$

These four numbers are adopted as inputs. They give

$$\eta_2=\tfrac14\left(1.40+2\sqrt3\times1.84+3\times3.24\right)=4.37 .$$

## What supports the inverse square

The scale of the hoppings can be compared with free electrons. In a lattice with no potential, the energy at a wavevector $\mathbf q$ is $\hbar^2q^2/2m$. If the lattice is enlarged with all its angles kept, each wavevector of given symmetry shrinks as $1/d$, and each energy as $1/d^2$. Tight-binding bands that are to resemble the free-electron bands must follow this law.

One coefficient can be found this way. The cubic cell edge is $a=4d/\sqrt3$. At zero wavevector the lowest free-electron level has zero energy. The next belongs to the eight reciprocal vectors $(2\pi/a)(\pm1,\pm1,\pm1)$, for which

$$G^2=\frac{12\pi^2}{a^2}=\frac{12\pi^2\times3}{16\,d^2}=\frac{9\pi^2}{4d^2},\qquad \frac{\hbar^2G^2}{2m}=\frac{9\pi^2}{8}\,\frac{\hbar^2}{md^2}.$$

With the origin on an A atom and $X=2\pi x/a$, and so on, these eight waves contain the combination

$$\cos X\cos Y\cos Z-\sin X\sin Y\sin Z .$$

It equals $+1$ at A and, at the B atom where $X=Y=Z=\pi/2$, it equals $-1$. It has the symmetry of the antibonding s state, while the constant wave has that of the bonding s state. In tight binding the two s levels lie at $\epsilon_s\pm4|V_{ss\sigma}|$, since each atom has four neighbours. Equating the separations,

$$8|V_{ss\sigma}|=\frac{9\pi^2}{8}\frac{\hbar^2}{md^2}\quad\Rightarrow\quad|\eta_{ss\sigma}|=\frac{9\pi^2}{64}=1.39,$$

within 1% of the adopted value. This supports the form and the size of the s-s hopping; it does not derive the other three coefficients.

The law is meant for comparing different solids, each near its own equilibrium bond length. It does not describe atoms pulled far apart, whose hoppings fall off exponentially with the tails of the orbitals.

## All nearest-neighbour couplings

Now keep every s and p hopping between nearest neighbours. At zero wavevector, the point $\Gamma$, the hopping between the sublattices is a plain sum over the four bonds. Two sums are needed:

$$\sum_i\mathbf u_i=0,\qquad\sum_i u_{i\alpha}u_{i\beta}=\tfrac43\,\delta_{\alpha\beta}.$$

The second follows from cubic symmetry, which makes the sum proportional to $\delta_{\alpha\beta}$, and from its trace, which is four.

The s-s sum is $4V_{ss\sigma}$. The s-p sum is proportional to $\sum_i\mathbf u_i$ and vanishes, so s and p states do not mix at $\Gamma$. For two p orbitals along the cubic axes $\alpha$ and $\beta$, resolve each into parts along and across the bond. One bond contributes

$$u_\alpha u_\beta V_{pp\sigma}+(\delta_{\alpha\beta}-u_\alpha u_\beta)V_{pp\pi}.$$

Summed over the bonds this is $P\,\delta_{\alpha\beta}$, with

$$P=\tfrac43V_{pp\sigma}+\left(4-\tfrac43\right)V_{pp\pi}=\tfrac43\left(V_{pp\sigma}+2V_{pp\pi}\right).$$

Each pair of like orbitals on A and B forms a two-by-two problem with equal diagonal energies. The levels are therefore

$$\epsilon_s\pm4|V_{ss\sigma}|\ \ (\text{single}),\qquad\epsilon_p\pm P\ \ (\text{triple}).$$

The separation of the antibonding s level from the bonding p level is

$$(\epsilon_s+4|V_{ss\sigma}|)-(\epsilon_p-P)=E_G-D,\qquad E_G=4|V_{ss\sigma}|+P .$$

With the adopted coefficients,

$$E_G=C\,\frac{\hbar^2}{md^2},\qquad C=4\times1.40+\tfrac43(3.24-1.62)=5.60+2.16=7.76 .$$

Closure now occurs at $D=E_G$, which in terms of the metallicity is

$$M_c=\frac{E_G}{2V_2}=\frac{7.76}{2\times4.37}=0.89 .$$

This does not depend on $d$, because both energies scale alike. It lies below one because the two level shifts change unequally. In units of $\hbar^2/(md^2)$, the simple crystal shifts both levels by 4.37. The full hoppings raise the antibonding s level by 5.60 but lower the bonding p level by 2.16, a smaller sum.

Setting $E_G=D$ and solving for $d$ gives the bond length at which an element with splitting $D$ would lose its gap:

$$d_c=\sqrt{\frac{C\hbar^2}{mD}},\qquad\frac{M}{M_c}=\frac{D}{E_G}=\left(\frac{d}{d_c}\right)^2 .$$

For tin,

$$d_c=\sqrt{\frac{7.76\times7.62}{6.93}}=2.92\ \text{Å},$$

which is 4% longer than the bond length used. Only for tin is $d_c$ this close to the actual bond length. For the lighter elements it extrapolates the inverse-square law far from equilibrium, where the law is not meant to hold, so there $d_c$ is merely another way of stating $M/M_c$ and not a prediction for a stretched crystal.

## Which gap is smallest

The difference $E_G-D$ is the gap at $\Gamma$ if the antibonding s level is the lowest empty one there. The antibonding p level at $\epsilon_p+P$ lies lower when

$$D<4|V_{ss\sigma}|-P=3.44\,\frac{\hbar^2}{md^2}.$$

For carbon the right side is $3.44\times3.387=11.7$ eV, which exceeds $D=8.2$ eV. The gap at $\Gamma$ is then the separation of the two p levels, $2P=4.32\times3.387=14.6$ eV. For silicon the right side is $3.44\times1.323=4.6$ eV, below $D=6.7$ eV, and the s level comes first. The same holds for germanium and tin.

To find the gap away from $\Gamma$, the eight-by-eight Hamiltonian was diagonalized on a $12\times12\times12$ grid of wavevectors. The second table compares the simple crystal with the full nearest-neighbour model; energies are in eV.

| | $2V_2-D$ | $E_G-D$ | grid gap | $d_c$ (Å) | $M/M_c$ |
|---|---|---|---|---|---|
| C | 21.4 | 18.1 | 14.6 | 2.7 | 0.31 |
| Si | 4.9 | 3.5 | 3.5 | 3.0 | 0.65 |
| Ge | 3.7 | 2.4 | 2.4 | 2.7 | 0.77 |
| Sn | 1.6 | 0.6 | 0.6 | 2.9 | 0.92 |

On this grid the smallest gap equals the s-p gap at $\Gamma$ for germanium and tin, and the p-p gap at $\Gamma$ for carbon. For silicon the lowest empty level at the zone-boundary point L, $\mathbf k=(2\pi/a)(\tfrac12,\tfrac12,\tfrac12)$, lies within a few meV of the antibonding s level at $\Gamma$, so the two columns agree to the figures shown. A change of 0.01 eV in $D$ is enough to reverse the order of these two levels, so the rounded inputs do not decide which is lower. The near tie belongs to the rounded bond length: at silicon's actual 2.35 Å the level at L lies about 0.1 eV below the one at $\Gamma$, and the gap is 3.9 eV.

The simple crystal has the right trend, but the remaining couplings take about 1 eV off tin's gap, more than half of it. Measured gaps are roughly 5.5, 1.1, 0.7 and 0 eV from carbon to tin. The model reproduces their order and the near-closure at tin, but its gaps for the first three are too large by factors of about three. It also misplaces the conduction minima. It puts them at $\Gamma$ for diamond and germanium, and at L or $\Gamma$ for silicon depending on the bond length used, whereas in the real crystals they lie towards X for diamond and silicon and at L for germanium. The metallicity is a guide to the trend, not a method for computing gaps.

## What drives the trend

From carbon to tin the metallicity changes by two factors:

$$\frac{M_{\rm Sn}}{M_{\rm C}}=\left(\frac{2.8}{1.5}\right)^2\times\frac{6.93}{8.22}=3.48\times0.84=2.9 .$$

The longer bond does the work, and the smaller splitting opposes it slightly. If tin's splitting is combined with carbon's hoppings, the grid gap is 14.6 eV, the same as for carbon. The reason is that the lowest gap is then $2P$, which does not contain $D$.

Between silicon and germanium the roles differ. With one rounded bond length for both, the whole rise in $M$, from 0.58 to 0.68, comes from the larger splitting in germanium, a ratio of $7.90/6.72=1.18$. That the bond contributes nothing is an effect of the rounding: germanium's bond is in fact about 4% longer than silicon's, which would add about 8% to $M$, still less than the splitting gives. The inverse-square law accounts for the large change down the column, not for each step.

Relativity matters at the end of it. Without it the computed splitting of tin is 6.12 eV instead of 6.93 eV, and the gap $E_G-D$ would be 1.4 eV instead of 0.6 eV.

## Beyond closure, and how far to trust the sign

If the bond is longer than $d_c$, the antibonding s level lies below the bonding p level. A cell has two atoms and eight valence electrons, which fill four states at each wavevector. At $\Gamma$ the two s levels take two of them, and the other two must come from the triple p level. That level is partly filled, so the fourth and fifth bands touch. For tin's splitting and a bond 5% longer than $d_c$, diagonalization on the same grid finds no overlap of these bands elsewhere. At this bond length the model crystal is a zero-gap semimetal: its gap is zero, although $E_G-D$ is negative. This holds for moderate stretching only. At a bond about 20% longer than $d_c$ the fifth band at L drops below the top of the fourth band at $\Gamma$, and the bands begin to overlap; at 50% the overlap is 0.4 eV.

At 2.8 Å the model puts tin just on the insulating side, with a gap of 0.6 eV. That number is a small difference between $E_G=7.5$ eV and $D=6.9$ eV, and three uncertainties bear on it.

- **Bond length.** Because $E_G\propto d^{-2}$, a relative change in $d$ changes $E_G$ by twice as much in the opposite sense. Taking $d=2.75$ Å gives a gap of 0.9 eV, and $d=2.85$ Å gives 0.35 eV.
- **Coefficients.** A reduction of $C$ by 8% of its value would close the gap. Universal coefficients, shared by four elements, cannot be relied on to that accuracy. The choice of LDA eigenvalues for $D$ carries a similar freedom.
- **Spin-orbit coupling.** An atomic term $\lambda\,\mathbf L\cdot\mathbf S$ with $\lambda>0$ splits the p level. For total angular momentum $\tfrac32$, $\mathbf L\cdot\mathbf S=\tfrac12\left(\tfrac{15}{4}-2-\tfrac34\right)=\tfrac12$ in units of $\hbar^2$. With $\lambda$ measured as an energy, the top of the filled p states rises by $\lambda/2$, while the s level does not move to first order. This omitted term narrows the gap.

Orbital overlap, hoppings to more distant neighbours and excited s orbitals are also left out. The estimate therefore places the closing of the gap near the bond length of grey tin, but it does not decide on which side of closure tin lies.
